# Minimum of Paschen's law for an air gap beside a power device: verification in Python

```python
"""Paschen minimum for a uniform air gap.
Result under test: V(x) = B*x/(ln(A*x)-ln(L)), L = ln(1+1/gamma), has its
minimum V_min = e*B*L/A at x_min = e*L/A.
x: pressure times gap (Torr cm); A: 1/(cm Torr); B: V/(cm Torr);
gamma: electrons released at the cathode per arriving ion.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq, minimize_scalar

A, B, gamma = 15.0, 365.0, 0.01
L = np.log(1 + 1 / gamma)
x_min = np.e * L / A
V_min = np.e * B * L / A


def paschen(x, a=A, b=B, loglevel=L):
    return b * x / (np.log(a * x) - np.log(loglevel))


def ions_per_electron(x, V):
    """Integrate electron growth and ion production across the gap."""
    growth = A * x * np.exp(-B * x / V)
    sol = solve_ivp(lambda s, y: [growth * y[0], growth * y[0]],
                    (0, 1), [1.0, 0.0], method="DOP853",
                    rtol=1e-10, atol=1e-13)
    return sol.y[1, -1]


def numerical_minimum(a, b, loglevel):
    edge = loglevel / a
    res = minimize_scalar(lambda x: paschen(x, a, b, loglevel),
                          bounds=(1.05 * edge, 15 * edge), method="bounded",
                          options={"xatol": 1e-10})
    return res.x, res.fun


# Breakdown located from the integrated avalanche, against the closed curve
for x in (0.4, 0.6, x_min, 1.5, 3.0):
    V_ode = brentq(lambda V: gamma * ions_per_electron(x, V) - 1, 50, 2000,
                   xtol=1e-8)
    assert abs(V_ode / paschen(x) - 1) < 1e-6

# Below the asymptote even a huge voltage does not sustain the discharge
assert gamma * ions_per_electron(0.98 * L / A, 1e9) < 1

# Successive generations: finite sum just below breakdown, growth just above
ions_low = ions_per_electron(x_min, 0.98 * V_min)
electrons, total = 1.0, 0.0
for generation in range(2000):
    total += electrons * (1 + ions_low)
    electrons *= gamma * ions_low
growth_low = A * x_min * np.exp(-B * x_min / (0.98 * V_min))
M = np.exp(growth_low)
amplification = M / (1 - gamma * (M - 1))
assert abs(total / amplification - 1) < 1e-6
assert gamma * ions_per_electron(x_min, 1.02 * V_min) > 1

# Position, value and global character of the minimum
x_num, V_num = numerical_minimum(A, B, L)
assert abs(x_num / x_min - 1) < 1e-5
assert abs(V_num / V_min - 1) < 1e-9
scan = np.geomspace(1.0001 * L / A, 1e4, 20000)
assert np.all(paschen(scan) >= V_min * (1 - 1e-12))
assert abs(V_min - 305) < 0.5 and abs(x_min - 0.84) < 0.005

# Universal shape, scaled by the numerically found minimum
for u in (0.5, 2.0, 5.0):
    assert abs(paschen(u * x_num) / V_num - u / (1 + np.log(u))) < 1e-4

# Least voltage per e-fold of the avalanche
cost = minimize_scalar(lambda r: r / (A * np.exp(-B / r)),
                       bounds=(50, 2000), method="bounded",
                       options={"xatol": 1e-8})
assert abs(cost.x / B - 1) < 1e-5
assert abs(cost.fun / (np.e * B / A) - 1) < 1e-9

# Pressure window in which the applied voltage breaks a 1 mm gap
gap_cm, V_applied = 0.1, 650.0
x_low = brentq(lambda x: paschen(x) - V_applied, 1.001 * L / A, x_min)
x_high = brentq(lambda x: paschen(x) - V_applied, x_min, 100)
for x, breaks in ((0.98 * x_low, False), (1.02 * x_low, True),
                  (0.98 * x_high, True), (1.02 * x_high, False)):
    assert (gamma * ions_per_electron(x, V_applied) > 1) == breaks
atm_torr = const.atm / const.torr
x_atm = atm_torr * gap_cm
V_atm = paschen(x_atm)

# Hot gas: coefficients per unit pressure scale with density
T_ref, T_hot = 293.0, const.zero_Celsius + 175
density_ratio = T_ref / T_hot
x_hot, V_hot = numerical_minimum(A * density_ratio, B * density_ratio, L)
assert abs(V_hot / V_min - 1) < 1e-8
assert abs(x_hot / x_min - T_hot / T_ref) < 1e-4

# Distance before first ionization: available path is reduced by V_i/E
V_i = 15.0


def delayed_breakdown(x):
    return brentq(lambda V: A * x * np.exp(-B * x / V) * (1 - V_i / V) - L,
                  V_i, 5000, xtol=1e-10)


delayed = minimize_scalar(delayed_breakdown, bounds=(0.6, 1.5),
                          method="bounded", options={"xatol": 1e-9})
assert abs(delayed.fun - V_min - V_i) < 1e-5
assert abs(delayed.x - delayed.fun / B) < 1e-4

# Field emission from a small protrusion, image-rounded tunnel barrier
work_function, enhancement, tip_side = 4.5, 50.0, 10e-9
image = const.e / (16 * np.pi * const.epsilon_0)


def tip_emission(field):
    """Local field in V/m -> current density (A/m2), tunnelling exponent."""
    root = np.sqrt(work_function**2 - 4 * field * image)
    z1 = (work_function - root) / (2 * field)
    z2 = (work_function + root) / (2 * field)
    mid, half = (z1 + z2) / 2, (z2 - z1) / 2

    def integrand(theta):
        z = mid + half * np.sin(theta)
        barrier = work_function - field * z - image / z
        return np.sqrt(max(barrier, 0.0)) * np.cos(theta)

    area = half * quad(integrand, -np.pi / 2, np.pi / 2)[0]
    exponent = 2 * np.sqrt(2 * const.m_e * const.e) / const.hbar * area
    prefactor = const.e**2 * field**2 / (8 * np.pi * const.h * work_function)
    return prefactor * np.exp(-exponent), exponent


d_atm_cm = x_min / atm_torr
emission = []
for u in (1.0, 0.5):
    V_gap = paschen(u * x_min)
    mean_field = V_gap / (u * d_atm_cm)
    local_field = enhancement * mean_field * 100
    J, exponent = tip_emission(local_field)
    f = 4 * local_field * image / work_function**2
    triangular = (4 * np.sqrt(2 * const.m_e * const.e) * work_function**1.5
                  / (3 * const.hbar * local_field))
    # the short barrier-shape formula is itself approximate, below one percent
    assert abs(exponent / (triangular * (1 - f + f * np.log(f) / 6)) - 1) < 0.01
    rate = J * tip_side**2 / const.e
    emission.append((u * d_atm_cm * 1e4, V_gap, mean_field / 1e6,
                     exponent, rate))
assert emission[1][4] > 1e6 * emission[0][4]

print(f"A = {A:.0f} 1/(cm Torr), B = {B:.0f} V/(cm Torr), gamma = {gamma}")
print(f"Effective ionizing voltage B/A = {B / A:.1f} V")
print(f"L = ln(1+1/gamma) = {L:.4f}")
print(f"Asymptote L/A = {L / A:.4f} Torr cm")
print(f"x_min, formula = {x_min:.4f} Torr cm; numerical = {x_num:.4f} Torr cm")
print(f"V_min, formula = {V_min:.2f} V; numerical = {V_num:.2f} V")
print(f"E/p at minimum = {V_num / x_num:.1f} V/(cm Torr)")
print(f"Least voltage per e-fold = {cost.fun:.2f} V")
print(f"Current amplification 2 percent below V_min = {total:.0f}")
for u in (0.5, 2.0):
    print(f"V/V_min at x/x_min = {u}: {paschen(u * x_min) / V_min:.3f}")
print(f"Example gap = {gap_cm * 10:.0f} mm, applied = {V_applied:.0f} V")
print(f"Pressure of minimum in example gap = {x_min / gap_cm:.2f} Torr")
print(f"Breakdown window = {x_low / gap_cm:.2f} to {x_high / gap_cm:.1f} Torr")
print(f"E/p at low-pressure edge = {V_applied / x_low:.0f} V/(cm Torr)")
print(f"E/p at high-pressure edge = {V_applied / x_high:.0f} V/(cm Torr)")
print(f"Example gap at {atm_torr:.0f} Torr: V = {V_atm:.0f} V, "
      f"E/p = {V_atm / x_atm:.1f} V/(cm Torr)")
print(f"Gap of minimum at {atm_torr:.0f} Torr = {d_atm_cm * 1e4:.2f} um")
for g in (0.001, 0.1):
    xg, Vg = numerical_minimum(A, B, np.log(1 + 1 / g))
    print(f"gamma = {g}: V_min = {Vg:.0f} V at {xg:.3f} Torr cm")
print(f"Reference T = {T_ref:.0f} K, hot T = {T_hot:.0f} K")
print(f"Hot gas: V_min = {V_hot:.1f} V, pressure of minimum in example gap = "
      f"{x_hot / gap_cm:.2f} Torr")
print(f"Ionization-distance correction with V_i = {V_i:.0f} V: "
      f"V_min = {delayed.fun:.1f} V at {delayed.x:.3f} Torr cm")
print(f"Tip: work function {work_function} eV, enhancement {enhancement:.0f}, "
      f"side {tip_side * 1e9:.0f} nm")
for d_um, V_gap, field, exponent, rate in emission:
    print(f"Gap {d_um:.2f} um at {atm_torr:.0f} Torr: V = {V_gap:.0f} V, "
          f"mean field = {field:.3f} MV/cm")
    print(f"  tunnelling exponent = {exponent:.1f}, "
          f"tip emission = {rate:.1e} electrons/s")
print("every check passed")
```

Printed output:

```
A = 15 1/(cm Torr), B = 365 V/(cm Torr), gamma = 0.01
Effective ionizing voltage B/A = 24.3 V
L = ln(1+1/gamma) = 4.6151
Asymptote L/A = 0.3077 Torr cm
x_min, formula = 0.8363 Torr cm; numerical = 0.8363 Torr cm
V_min, formula = 305.27 V; numerical = 305.27 V
E/p at minimum = 365.0 V/(cm Torr)
Least voltage per e-fold = 66.14 V
Current amplification 2 percent below V_min = 1023
V/V_min at x/x_min = 0.5: 1.629
V/V_min at x/x_min = 2.0: 1.181
Example gap = 1 mm, applied = 650 V
Pressure of minimum in example gap = 8.36 Torr
Breakdown window = 3.81 to 49.5 Torr
E/p at low-pressure edge = 1706 V/(cm Torr)
E/p at high-pressure edge = 131 V/(cm Torr)
Example gap at 760 Torr: V = 5035 V, E/p = 66.2 V/(cm Torr)
Gap of minimum at 760 Torr = 11.00 um
gamma = 0.001: V_min = 457 V at 1.252 Torr cm
gamma = 0.1: V_min = 159 V at 0.435 Torr cm
Reference T = 293 K, hot T = 448 K
Hot gas: V_min = 305.3 V, pressure of minimum in example gap = 12.79 Torr
Ionization-distance correction with V_i = 15 V: V_min = 320.3 V at 0.877 Torr cm
Tip: work function 4.5 eV, enhancement 50, side 10 nm
Gap 11.00 um at 760 Torr: V = 305 V, mean field = 0.277 MV/cm
  tunnelling exponent = 40.5, tip emission = 1.1e-03 electrons/s
Gap 5.50 um at 760 Torr: V = 497 V, mean field = 0.904 MV/cm
  tunnelling exponent = 8.9, tip emission = 6.1e+11 electrons/s
every check passed
```
